Symmetry numbers and the equilibrium constant for halide scrambling

**Question**

I have an exercise about two volatile tetrahedral halides of the same metal M that swap ligands in the gas phase:

MX4 + MY4 ⇌ 2 MX2Y2

I am to show, from rotational symmetry numbers, that K = 36 if all bond energies are additive. There are four M–X and four M–Y bonds on each side, so the reaction energy is zero, and my first answer was K = 1. I know that the rotational partition function is divided by a symmetry number σ, but I don't see why it should be, or why nothing else matters. The three molecules have different masses, moments of inertia and vibrational frequencies. Why do those drop out?

Also, if I start from equal amounts and solve with K = 36, I find that 75% of the molecules are MX2Y2. Random swapping surely can't be that selective?

**Answer**

Zero reaction energy removes the Boltzmann factor from K, but not the counting of arrangements, and that counting is what σ records. Your suspicion about the masses and frequencies is justified: they cancel under a condition that goes beyond additive bond energies. The 75% comes from leaving out two other molecules.

**1. K in terms of partition functions**

Treat the vapour as an ideal gas. Let q be the partition function of one molecule in the volume V, with energies measured from the bottom of that molecule's own potential well. If E is the energy of the bottom, the chemical potential of a species with N molecules is

μ = E − kT ln(q/N).

Equilibrium requires 2μ(MX2Y2) = μ(MX4) + μ(MY4). Inserting μ and solving for the numbers gives

K = N(MX2Y2)² / [N(MX4) N(MY4)]
  = q(MX2Y2)² / [q(MX4) q(MY4)] · exp(−ΔE/kT).

Two molecules become two molecules, so V cancels. K is dimensionless, independent of pressure, and the same in numbers or partial pressures.

Let each M–X bond lower the energy by ε_X and each M–Y bond by ε_Y. Then

ΔE = 2(−2ε_X − 2ε_Y) − (−4ε_X) − (−4ε_Y) = 0.

The exponential is 1, and the ratio of the q's remains.

**2. Counting the rotations**

The symmetry number is the number of proper rotations, including the identity, that leave the molecule looking the same. Reflections do not count, because turning a molecule cannot produce them.

For MX4 there are

- the identity: 1;
- turns by 120° and 240° about each of the four bonds: 8;
- half-turns about the three axes through the midpoints of opposite edges of the tetrahedron: 3.

So σ(MX4) = 12, and likewise σ(MY4) = 12.

In MX2Y2, a 120° turn cycles three ligands, which would have to be alike. With two of each kind they cannot be, so all eight such turns are lost. A half-turn swaps the ligands in two pairs. The one about the bisector of the X–M–X angle swaps X with X and Y with Y, and it survives. The other two swap X with Y. Hence σ(MX2Y2) = 2.

**3. Why q is divided by σ**

Take the nuclei as classical, with one isotope of each halide for now. Identical nuclei must not be counted as different when they trade places, so the integral over all positions and momenta is divided by n_X! n_Y!, where n_X and n_Y are the numbers of X and Y ligands.

That integral runs over every labelled arrangement. Four labelled ligands can be placed on the corners of a fixed tetrahedron in 4! = 24 ways. Rotations connect these in sets of 12, so there are 24/12 = 2 separate wells, which are mirror images. Let w be the integral over one well, including all orientations of the molecule. The two wells contribute equally, so

q = 2w/(n_X! n_Y!) = w/σ, with σ = n_X! n_Y!/2.

This gives 4!/2 = 12 for MX4 and 2!·2!/2 = 2 for MX2Y2, as found by counting rotations. For MX3Y and MXY3 it gives 3!/2 = 3.

Quantum mechanics reaches the same division by another route. If the ligand nuclei have spin zero, a rotation that merely exchanges identical ligands must leave the state unchanged, and when many levels are populated this leaves only about one in σ of the rotational states. For the model molecules of section 6 at 20 K, the classical rotational partition function without σ was divided by the sum over the permitted levels. The results were 11.992 for MX4, 11.997 for MY4 and 1.999 for MX2Y2.

**4. Why everything else cancels**

Here assumptions about stretching and bending are needed: each bond must keep its length and stiffness whatever its neighbours are, and the bending must not depend on the ligands. Let r_i be the length of bond i and n_i its direction. Suppose the potential energy above the well bottom is

U = Σ_i v_i(r_i) + W(n_1, n_2, n_3, n_4),

where v_i is v_X or v_Y according to the ligand, and W is the same function whichever ligands are present. The stretches may be anharmonic, but the integrals are restricted to the bound well.

Each atom of mass m contributes a momentum factor a = (2πmkT/h²)^(3/2). For the positions, use the position of M and the four bond vectors. This is a shift of origin, so the volume element is unchanged, and for each bond vector it is r² dr dΩ. Since exp(−U/kT) is a product, the integral separates:

w = V a_M Θ z_1 z_2 z_3 z_4,

z_L = a_L ∫ r² exp[−v_L(r)/kT] dr,

Θ = ∫ exp(−W/kT) dΩ_1 dΩ_2 dΩ_3 dΩ_4.

Θ covers one angular well and is common to all the molecules. Therefore

w(MX4) = V a_M Θ z_X⁴,
w(MY4) = V a_M Θ z_Y⁴,
w(MX2Y2) = V a_M Θ z_X² z_Y²,

and

w(MX2Y2)² / [w(MX4) w(MY4)] = z_X⁴ z_Y⁴ / (z_X⁴ z_Y⁴) = 1.

With q = w/σ, only the symmetry numbers are left:

K = (1/2)² / [(1/12)(1/12)] = 144/4 = 36.

Within this classical model K does not depend on temperature, so the reaction enthalpy is zero and the driving force is entropy:

ΔS° = R ln 36 = 29.8 J/(mol K).

**5. The same result by placing ligands at random, and your 75%**

At equilibrium, exchange also makes MX3Y and MXY3. Let x_n be the fraction of molecules with n ligands X. Ligand exchange fixes the chemical potentials in the form μ_n = μ_M + nμ_X + (4 − n)μ_Y, and q_n is proportional to z_Xⁿ z_Y^(4−n)/σ_n. Apart from a factor common to all n, this gives

x_n ∝ λⁿ/σ_n,

where λ collects everything that is raised to the power n, including the bond energies. From section 3, σ_n = n!(4 − n)!/2, so

1/σ_n = 2/[n!(4 − n)!] = C(4,n)/12,

where C(4,n) = 1, 4, 6, 4, 1 is the binomial coefficient. The sum of C(4,n)λⁿ is (1 + λ)⁴, so

x_n = C(4,n) λⁿ/(1 + λ)⁴.

The mean number of X ligands per molecule is 4λ/(1 + λ). If a fraction p of all ligands is X, this mean is 4p, so λ = p/(1 − p) and

x_n = C(4,n) pⁿ (1 − p)^(4−n).

This is what you get by drawing each ligand at random. It gives

K = x_2²/(x_0 x_4) = 6² p⁴(1 − p)⁴ / [(1 − p)⁴ p⁴] = 36

for any p between 0 and 1. The 36 is thus the square of the number of ways to choose two corners out of four. The count makes no distinction between isotopes of X, so in the classical model a natural isotope mixture gives the same K when all isotopes of a halide are counted together.

Shuffling ligands among 1,000,000 molecules, with no symmetry numbers used, gave K = 36.06 for p = 0.5 and 35.79 for p = 0.3. In the second case about 0.3⁴ × 1,000,000 = 8100 molecules are MX4, so counting noise of about 1/√8100, or 1%, is expected in that number alone.

For equal amounts of X and Y at a total pressure of 1 Torr, the partial pressures are

- MX4 and MY4: 0.0625 Torr each;
- MX3Y and MXY3: 0.25 Torr each;
- MX2Y2: 0.375 Torr.

They satisfy (0.375/0.0625)² = 6² = 36. So MX2Y2 makes up 37.5% of the molecules.

Your calculation began with one mole of each reactant and let an amount ξ of each react:

(2ξ)²/(1 − ξ)² = 36, so 2ξ = 6(1 − ξ) and ξ = 0.75.

The algebra is right, but it describes a gas in which MX3Y and MXY3 are forbidden. The equilibrium constant is the same in both cases; the list of species differs.

The symmetry numbers also give the separate steps:

MX4 + MY4 ⇌ MX3Y + MXY3: K = (1/3)(1/3)/[(1/12)(1/12)] = 16,

MX3Y + MXY3 ⇌ 2 MX2Y2: K = (1/2)²/[(1/3)(1/3)] = 9/4.

Their product is 16 × 9/4 = 36, as it must be for reactions that add up to yours.

**6. The cancellation in numbers**

Take round parameters: T = 400 K; masses of 48, 35 and 80 u for M, X and Y; bond lengths of 0.22 nm (M–X) and 0.23 nm (M–Y); stretch constants of 280 and 230 N/m; and a stiffness of 3 eV/rad² for every ligand–M–ligand angle.

The molecular masses are 188 u for MX4, 368 u for MY4 and 278 u for MX2Y2. Translation therefore contributes

[278²/(188 × 368)]^(3/2) = 1.1807.

The moments of inertia, without σ, contribute 1.1113. The harmonic frequencies, treated classically, contribute 0.7622. None of these is 1, so you were right that the factors differ. Their product is

1.18066 × 1.11125 × 0.76219 = 1.0000.

It is therefore unsafe to drop one of these factors and keep another. Dropping only the vibrations here would raise K by 31%.

The standard free energy of reaction, with kT = 0.03447 eV, is

ΔG° = −kT ln 36 = −0.03447 eV × 3.584 = −0.1235 eV per reaction event,

or −11.92 kJ/mol.

**7. What can move K away from 36**

*Quantum vibrations.* For a mode of angular frequency ω, let x = ħω/kT. The ratio of the quantum to the classical partition function is (x/2)/sinh(x/2), whose logarithm begins with −x²/24. At 400 K the sum of x²/24 over the modes of the two reactants is 0.89, which is not small. Its change in the reaction is only −9.5 × 10⁻⁶.

The reason lies in Σω², which is the trace of the mass-weighted force-constant matrix. A stretch contributes k_L(1/m_L + 1/m_M), where k_L is its stretch constant, and this is the same for a given bond in any of the molecules. Now take an angle of stiffness κ between bonds i and j. The gradients of the angle with respect to the two ligand positions have lengths 1/r_i and 1/r_j, and their scalar product is −cos θ/(r_i r_j) = 1/(3r_i r_j) at the tetrahedral angle. The gradient for M is minus their sum. The contribution of the angle to Σω² is therefore

κ[1/(m_i r_i²) + 1/(m_j r_j²) + (1/m_M)(1/r_i² + 1/r_j² + 2/(3r_i r_j))].

Every ligand takes part in three angles, so all terms that involve one ligand balance. The last term does not. The reactants have six X–M–X and six Y–M–Y angles; the products have two of each and eight mixed ones. The change is

ΔΣω² = (2κ/3m_M)[8/(r_X r_Y) − 4/r_X² − 4/r_Y²]
     = −(8κ/3m_M)(1/r_X − 1/r_Y)²,

which is small because the bond lengths are similar. This explains why the leading term nearly cancels, but it does not fix the sign of what is left. The leading term alone would raise ln K by 9.5 × 10⁻⁶ at 400 K, while the next term of the logarithm, +x⁴/2880, changes by −3.0 × 10⁻⁵ in the reaction, so the net shift is slightly downward, about −1 × 10⁻⁵ in ln K. With all orders of the harmonic vibrations included, K is 36.000 at 400 K and 35.999 at 300 K.

*Bond energies that are not quite additive.* Then K = 36 exp(−ΔE/kT). At 400 K, ΔE = +0.01 eV gives 26.9 and ΔE = −0.01 eV gives 48.1. An energy of about 1 kJ/mol thus matters far more than quantum vibrations do in this model.

*Bending that depends on the ligands.* Keep everything else fixed and make only the X–M–Y angles 10% softer, at 2.7 eV/rad². The classical K rises to 51.1, although the bond energies are still additive. Softer angles give the mixed molecule more room to bend, and hence more entropy.

The size can be estimated. A molecule has five independent bending coordinates, so scaling all six angle stiffnesses by s multiplies the determinant of the bending force constants by s⁵. By symmetry each angle accounts for one sixth of the exponent, to first order in ln s. Scaling the four mixed angles of MX2Y2 then gives s^(10/3). The classical integral varies as the inverse square root of the determinant, or s^(−5/3), and K contains it squared:

K ≈ 36 × 0.9^(−10/3) ≈ 51.1.

If instead the X–M–X, X–M–Y and Y–M–Y stiffnesses are 3.0, 2.7 and 2.4 eV/rad², so that the mixed value is the average, K is 35.2, about 2% below 36. When the three stiffnesses are as close as in these trials, what matters most is thus how the mixed angle compares with the average of the other two.

**8. Beside a real precursor vapour**

The parameters lie roughly in the range of titanium tetrachloride and tetrabromide, which are volatile sources of titanium for film growth. They are not fitted to these molecules, and the numbers above are not measurements on them. For a real pair, additivity has to be checked for the bond energies, for the bending, and also for the bond lengths and stretch constants, which section 4 took to be the same in every molecule. Each z_L varies as r²/√k_L in the harmonic limit, and K contains eight such factors from the products, so stretches 10% softer in MX2Y2 alone would give 36 × 0.9⁻⁴ = 54.9, and bonds 1% longer would give 36 × 1.01¹⁶ = 42.2. The trials above show that a reaction energy of 0.01 eV or a 10% change in the mixed-angle stiffness shifts K by roughly 25 to 40% relative to 36. Which way a given pair deviates has to be computed or measured.

K also says nothing about how fast the ligands exchange. If two such halides share a gas line for long enough to equilibrate, in equal amounts and without condensing, forming dimers or reacting at the walls, this model predicts that 87.5% of the molecules arriving at the end carry both halides. If exchange is slow, the two precursors can arrive with almost none of their ligands exchanged, whatever the value of K.

The full set of computed values is in the numerical output below.

Table of computed values

```
Temperature: 400 K; total pressure: 1.0 Torr
Masses M, X, Y: 48 35 80 u
Bond lengths M-X, M-Y: 0.22 0.23 nm
Stretch constants X, Y: 280 230 N/m
Common angle stiffness: 3.0 eV/rad^2
Symmetry number of MYYYY: 12 (dimensionless)
Symmetry number of MXYYY: 3 (dimensionless)
Symmetry number of MXXYY: 2 (dimensionless)
Symmetry number of MXXXY: 3 (dimensionless)
Symmetry number of MXXXX: 12 (dimensionless)
K from symmetry numbers: 36 (dimensionless)
Symmetry factor from levels, MXXXX, 20 K: 11.992
Symmetry factor from levels, MYYYY, 20 K: 11.997
Symmetry factor from levels, MXXYY, 20 K: 1.999
Lowest, highest mode of MXXXX: 120, 527 cm^-1
Lowest, highest mode of MXXYY: 87, 526 cm^-1
Lowest, highest mode of MYYYY: 76, 412 cm^-1
Translation ratio: 1.18066 (dimensionless)
Rotation ratio without sigma: 1.11125 (dimensionless)
Classical vibration ratio: 0.76219 (dimensionless)
Product of these three ratios: 1.000000 (dimensionless)
Reaction free energy: -0.1235 eV per reaction event
Reaction free energy, converted: -11.92 kJ/mol
Reaction entropy: 29.80 J/(mol K)
Partial pressure of MYYYY, equal X and Y: 0.0625 Torr
Partial pressure of MXYYY, equal X and Y: 0.2500 Torr
Partial pressure of MXXYY, equal X and Y: 0.3750 Torr
Partial pressure of MXXXY, equal X and Y: 0.2500 Torr
Partial pressure of MXXXX, equal X and Y: 0.0625 Torr
MX2Y2 fraction if other mixed species are forbidden: 0.7500
K from random shuffle, X fraction 0.5: 36.06
K from random shuffle, X fraction 0.3: 35.79
Molecules in each shuffle: 1000000
K with quantum vibrations at 300 K: 35.999
K with quantum vibrations at 400 K: 36.000
Leading quantum term, reactants, 400 K: 0.8885
Change of that term in reaction: -9.54e-06
Reaction-energy error tried: 0.01 eV
K for positive, negative error: 26.9, 48.1
Unequal angle stiffness XX, XY, YY: 3.0 2.7 2.4 eV/rad^2
Classical K with that average mixed stiffness: 35.19
Softened mixed-angle stiffness: 2.7 eV/rad^2
Classical K with softened mixed angles: 51.09
```
